Why many InAs surfaces accumulate electrons

A lightly doped n-type InAs crystal has its bulk Fermi level near the conduction edge. At many of its surfaces, however, the conduction edge lies well below the Fermi level, and a sheet of electrons is present with no gate voltage applied. On n-type GaAs, which has a wider gap, the surface states usually repel electrons. Two questions arise: why the surface states of a narrow-gap crystal can be positively charged, and how far the bands bend before the charges balance.

**1. The neutrality level and the conduction edge**

The charge-neutrality level E_CNL is the Fermi level at which a surface carries no net charge. It counts states over the whole surface zone, whereas the conduction edge of InAs belongs to a small pocket at the zone centre. A lattice model shows what follows.

Take two orbitals, a and b, per cell, with one electron per orbital. At each in-plane wavevector the crystal is a chain along the surface normal. Both orbitals have energy m, and the hoppings are t₁ inside a cell and t₂ between cells:

s = (2 − cos k_x − cos k_y)/4
m = g/2 + M s,  t₁ = t + g/2 + G s,  t₂ = t

Here wavevectors are in inverse lattice constants, and s runs from 0 at the zone centre to 1 at the corner. The chain has bands E = m ± |t₁ + t₂ exp(iq)|. The modulus is smallest at q = π, where it equals t₁ − t₂ = g/2 + G s. The conduction edge is therefore g + (M+G)s and the valence edge is (M−G)s. With G > M, the gap is g at s = 0, and energies are measured from the valence top.

Close the chain into a ring of N cells and cut it by removing orbital a₀. For E ≠ m the remaining states have aₙ ∝ sin(qn), vanishing at n = 0 and n = N, so q = πj/N with j = 1 to N−1. Each band has lost one level. One more state has E = m. It has all aₙ = 0 and t₁bₙ + t₂bₙ₋₁ = 0, so it decays from one face as (−t₂/t₁)ⁿ. This is the surface state.

Now count the change, per spin, in the number of levels below E:

- E in the gap and below m: the valence band has lost one level, so the change is −1.
- E in the gap and above m: the surface state restores it, so the change is 0.
- E in the conduction band: within a distance Q of q = π, the ring has NQ/π levels on average. The cut chain has NQ/π − 1/2, because its levels start at j = 1 and not at the edge itself. The change is −1/2.

The removed orbital took one electron with it, or 1/2 per spin. The cut is therefore neutral when the zone average of the change is −1/2. Let F(x) be the fraction of the zone with s < x. With F₁ = F[(E−g/2)/M] and F₂ = F[(E−g)/(M+G)],

−(1 − F₁) − F₂/2 = −1/2,  or  F₁ − F₂/2 = 1/2.

Shifting both wavevector components by π turns s into 1−s, so F(1/2) = 1/2. If no pocket is filled, F₂ = 0 and E_CNL = (g+M)/2. This lies below the conduction edge g when M < g. When M > g, F₁ − F₂/2 is still below 1/2 at E = g, so the neutrality level lies above the edge.

For M = 0.7 eV, G = 0.9 eV, t = 1 eV and g = 0.36 eV, numerical root finding gives E_CNL = 0.54 eV, which is 0.18 eV above the edge. Raising g to 1.4 eV with M, G and t fixed gives 1.05 eV, which is 0.35 eV below the edge. The model explains how the order of the levels can reverse. It does not predict the value for InAs, and it counts both faces of the cut together. From here on, the height of the neutrality level is an input.

**2. The charge in the surface states**

Let E_c(z) be the conduction edge at depth z, and let

u(z) = E_F − E_c(z),  Φ = E_CNL − E_c(0).

Write u_b for u in the bulk and u_s for u at the surface. The surface states have constant density D per area and energy. Those below E_CNL are positive when empty; those above it are negative when filled. Measure energy x from E_F, let the states extend from −B to B with B ≫ k_BT, and put x₀ = Φ − u_s. With Fermi function f, the net positive number per area is

N₊ = D[∫_{−B}^{x₀}(1−f)dx − ∫_{x₀}^{B} f dx]
  = D[x₀ + B − ∫_{−B}^{B} f dx].

The last integral equals B, since f(x) + f(−x) = 1. Hence

N₊ = D(Φ − u_s).

A surface Fermi level below E_CNL means positive surface states, which attract electrons.

**3. The charge in the channel**

Near its edge the conduction band is coupled to the valence band. A two-band matrix with diagonal energies 0 and −E_g and off-diagonal element βk gives ε(ε + E_g) = β²k². Dividing by E_g and defining A = β²/E_g = ħ²/2m*,

ε(1 + ε/E_g) = A k².

The number of states per volume below ε, including spin, is S(ε) = k³/3π². Define P(u) = ∫S f dε, with f = 1/[1 + exp((ε−u)/k_BT)]. Since ∂f/∂u = −∂f/∂ε, integration by parts gives dP/du = ∫(dS/dε) f dε = n(u), the electron density.

The donors, of density N_D, are taken as ionised, and holes are neglected. An electrostatic potential φ shifts E_c by −eφ, so u rises with eφ. Poisson's equation φ'' = −e(N_D − n)/(ε_rε₀) becomes

κu'' = n(u) − N_D,  κ = ε_rε₀/e².

Multiply by u' and integrate from the bulk, where u' = 0:

κ(u')²/2 = P(u) − P(u_b) − N_D(u − u_b) ≡ W(u).

The excess number of electrons per area is N_sc = ∫(n − N_D)dz = −κu'(0). For accumulation u falls with depth, so u'(0) is negative and N_sc positive. Therefore

N_sc(u_s) = sgn(u_s − u_b) √[2κW(u_s)].

Because dW/du = n − N_D changes sign at u_b, W grows on either side of it, and N_sc increases steadily with u_s.

**4. The balance**

With no other fixed charge at the surface, neutrality requires

D(Φ − u_s) = N_sc(u_s).

The left side falls with u_s and the right side rises, so there is at most one root. At u_s = u_b the right side vanishes; at u_s = Φ the left side does. The root therefore lies between u_b and Φ. In this semiclassical model, electrons accumulate if and only if Φ > u_b: the neutrality level must lie above the bulk Fermi level. Lying above the conduction edge is sufficient when u_b < 0, but not in a heavily doped channel.

Two limits show the role of D. Near flat bands W ≈ n'(u_b)(u_s−u_b)²/2, so N_sc ≈ C(u_s−u_b) with C = √[κn'(u_b)]. The balance then gives

u_s − u_b ≈ D(Φ − u_b)/(C + D),

which vanishes with D: a high neutrality level has no effect without states to hold charge. For large D, Φ − u_s ≈ N_sc(Φ)/D, and the surface level is pinned near Φ. Between these limits, if u_b < 0 < Φ, the surface Fermi level enters the conduction band when D exceeds N_sc(0)/Φ.

**5. A worked surface**

Take rough, round values in the regime of InAs at 300 K: E_g = 0.36 eV, m* = 0.023 electron masses, ε_r = 15, N_D = 5×10¹⁶ cm⁻³, Φ = 0.20 eV and D = 10¹³ cm⁻²eV⁻¹. Numerical integration of n(u) and root finding give u_b = −17 meV and u_s = 113 meV. The bands bend down by 130 meV, and the sheet density is

N_sc = 10¹³ × (0.200 − 0.113) = 8.7×10¹¹ cm⁻².

The surface field eN_sc/(ε_rε₀) is 0.105 MV/cm. The threshold for a surface Fermi level inside the band is D = 3.6×10¹¹ cm⁻²eV⁻¹, far below the chosen D.

With everything else fixed, the density of surface states has a large effect:

- D = 10¹² cm⁻²eV⁻¹: u_s = 22 meV, N_sc = 1.8×10¹¹ cm⁻²
- D = 10¹⁴ cm⁻²eV⁻¹: u_s = 184 meV, N_sc = 1.6×10¹² cm⁻²
- D → ∞: u_s = 200 meV, N_sc = 1.85×10¹² cm⁻²

The sign can also be reversed. Moving Φ to −0.10 eV, with the original D and doping, gives u_s = −82 meV, below u_b, and the surface is depleted. Restoring Φ = 0.20 eV but raising N_D to 5×10¹⁸ cm⁻³ gives u_b = 261 meV and u_s = 239 meV. This surface is depleted relative to its bulk although E_CNL lies above the conduction edge; it still holds many electrons. At so high a density the semiclassical u_s is only a guide; section 6 gives the change that confinement brings.

**6. Confinement**

The layer is thin enough for the wave nature of the electrons to matter. Replace ε by E − E_c(z) and k² by k∥² − d²/dz² in the dispersion, neglecting terms from the gradient of E_c in the band coupling:

ψ'' + (1/A)(E−E_c)[1 + (E−E_c)/E_g]ψ = k∥²ψ.

At fixed E this is an eigenvalue problem for k∥². Each positive eigenvalue contributes 2πk∥²/(2π)² = k∥²/2π states per area below E. For normalised ψ, first-order perturbation theory gives

dk∥²/dE = (1/A)∫[1 + 2(E−E_c)/E_g]|ψ|²dz.

To place the electrons in depth, use the grand potential per area, Ω = −Σ∫dE f(E)k∥²/2π. A small change δE_c(z) changes Ω by ∫n δE_c dz, and it changes k∥² by −(1/A)∫[1 + 2(E−E_c)/E_g]|ψ|²δE_c dz. Thus the density is

n(z) = Σ∫dE f(E)[1 + 2(E−E_c)/E_g]|ψ|²/(2πA),

summed over states with k∥² > 0. With ψ = 0 at the surface, this density and Poisson's equation were iterated on a 0.5 nm grid, 120 nm deep, with the same surface-state charge.

The result is u_s = 129 meV and a surface charge of 7.1×10¹¹ e/cm², 19% below the semiclassical value. The density peaks 6.5 nm below the surface. The lowest subband lies 34 meV below E_F and 51 meV below the bulk conduction edge, so it is bound to the surface.

The reason for the shift follows from the mean depth z̄ of the excess electrons. Multiplying Poisson's equation by z and integrating by parts gives κ(u_s−u_b) = N_sc z̄. Combined with N_sc = D(Φ−u_s),

u_s = (D z̄ Φ + κu_b)/(D z̄ + κ).

Here κ = 0.829 eV⁻¹nm⁻¹ and D = 0.1 eV⁻¹nm⁻². The semiclassical z̄ = 12.4 nm gives u_s = 113 meV; the confined z̄ of about 17 nm gives 129 meV, the iterated value. The hard wall pushes electrons deeper, so each electron costs more band bending and fewer are held. The wall also bends the bands down when the surface carries no charge, because it pushes electrons away from the donors nearest the surface. The criterion of section 4 therefore shifts. The net excess D(Φ−u_s) vanishes when Φ equals the value u_s takes at D = 0. That value lies about 8 meV above u_b at this doping, but about 60 meV above it at N_D = 5×10¹⁸ cm⁻³. In the heavily doped example of section 5 the wall raises u_s to about 270 meV, above u_b. The layer still lacks electrons overall, about 7×10¹¹ cm⁻², because u_s > Φ.

**7. The smaller contributions**

The following comparisons of the band and temperature are semiclassical, with the other parameters fixed.

- Nonparabolicity: a parabolic band of the same edge mass gives u_s = 124 meV and 7.6×10¹¹ cm⁻². The true band has more states at a given u, so it holds 14% more charge at a lower surface level.
- Temperature: at 77 K the sheet density is 8.0×10¹¹ cm⁻², 8% below that at 300 K. The layer does not freeze out in this model.
- Exchange: the estimate e²(3n/π)^{1/3}/(4πε_rε₀), at the peak confined density of 5.2×10¹⁷ cm⁻³, is 8 meV, small beside the bending.
- Holes: with a hole mass of 0.4 electron masses, the bulk hole density is about 2×10⁻⁴ of N_D.
- Tunnelling from the valence band: the confined solution bends the bands by 147 meV, so the surface conduction edge stays 213 meV above the bulk valence top. The bands do not overlap.

**8. The model beside real surfaces**

Sheet densities of roughly 10¹² cm⁻² are typical of accumulated InAs surfaces, so the model's 7×10¹¹ cm⁻² has the right size. The gap, mass and dielectric constant are close to those of InAs; D and Φ are less certain and depend on surface preparation. Real surface states are not uniform in energy, and oxides add fixed charge. The sweep of D covers neither effect, but it shows how much the number of states alone can matter: from 10¹² to 10¹⁴ cm⁻²eV⁻¹, the semiclassical sheet density rises about ninefold. A clean cleaved (110) surface can be nearly flat-band, as expected when few states lie near the Fermi level. Without other fixed charge, strong accumulation thus needs both a neutrality level above the bulk Fermi level and enough surface states to supply the charge.

Numerical values quoted here were computed with a short program.
